# Bethe–Born high-energy laws for allowed and dipole-forbidden electron-impact excitation: test program

```python
"""
Bethe-Born laws for electron-impact excitation (atomic units inside):
  allowed:   sigma -> pi f0/(E w) * ln(2 E Q^2 / w^2)
  forbidden: sigma -> pi/(E w) * integral of f(q) d ln q^2   (no logarithm)
E: projectile energy, w: excitation energy, q: momentum transfer,
f(q): generalized oscillator strength (GOS), f0 = f(0), Q: Bethe constant.
Tested on an isotropic oscillator (scattering-angle integration) and on
butadiene (RHF ground state, configuration interaction singles, CIS).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from pyscf import gto, scf, dft, ao2mo

EV = const.physical_constants['Hartree energy in eV'][0]
AREA = (const.physical_constants['Bohr radius'][0] * 1e10) ** 2  # 1e-16 cm2
PI = np.pi


# ---------- isotropic oscillator, frequency 1, Born formula over angle -------
def oscillator_sigma(level, energy, exchange=False):
    k, kf = np.sqrt(2 * energy), np.sqrt(2 * (energy - level))
    theta0 = level / (2 * energy)          # width of the forward peak
    x, w = np.polynomial.legendre.leggauss(400)
    top = np.arcsinh(PI / theta0)
    s = 0.5 * top * (x + 1)
    theta = theta0 * np.sinh(s)
    dtheta = 0.5 * top * w * theta0 * np.cosh(s)
    q = np.sqrt((k - kf) ** 2 + 4 * k * kf * np.sin(theta / 2) ** 2)
    z = np.linspace(-9, 9, 1201)
    ground = PI ** -0.25 * np.exp(-z ** 2 / 2)
    excited = {1: np.sqrt(2) * z, 2: (2 * z ** 2 - 1) / np.sqrt(2)}[level] * ground
    eps = np.exp(1j * np.outer(q, z)) @ (ground * excited) * (z[1] - z[0])
    kernel = 4 / k ** 4 if exchange else 4 / q ** 4
    return np.sum(2 * PI * np.sin(theta) * dtheta * kf / k * kernel * abs(eps) ** 2)


E_test = 1000.0
osc1, osc2 = oscillator_sigma(1, E_test), oscillator_sigma(2, E_test)
law1 = PI / E_test * (np.log(4 * E_test) - np.euler_gamma)
law2 = PI / (2 * E_test)
assert abs(osc1 / law1 - 1) < 1e-3
assert abs(osc2 / law2 - 1) < 2e-3
# first correction of the forbidden law: relative size -(frequency)/E
assert abs((osc2 / law2 - 1) * E_test + 1) < 0.02
osc_slope = [(2000 * oscillator_sigma(n, 2000.) - 500 * oscillator_sigma(n, 500.))
             / np.log(4) for n in (1, 2)]
assert abs(osc_slope[0] / PI - 1) < 0.01
assert abs(osc_slope[1]) < 0.01 * PI
exchange_power = np.log(oscillator_sigma(2, 2000., True)
                        / oscillator_sigma(2, 500., True)) / np.log(4)
assert abs(exchange_power + 3) < 0.01
# Coulomb integral of a Gaussian times a fast plane wave tends to 4 pi/k^2
k_fast = 10.0
kernel_ratio = k_fast * quad(lambda r: np.exp(-r * r / 2) * np.sin(k_fast * r),
                             0, 12, limit=300)[0]
assert abs(kernel_ratio - 1 - 1 / k_fast ** 2) < 1e-3

# ---------- butadiene: geometry, RHF and CIS --------------------------------
CC_SINGLE, CC_DOUBLE, CH, CCC_ANGLE = 1.46, 1.34, 1.09, 124.0


def step(start, length, degrees):
    a = np.radians(degrees)
    return start + length * np.array([np.cos(a), np.sin(a), 0.0])


bond_dir = 180 - CCC_ANGLE
inner = np.array([CC_SINGLE / 2, 0.0, 0.0])
outer = step(inner, CC_DOUBLE, bond_dir)
half = [('C', inner), ('C', outer),
        ('H', step(inner, CH, (180 + bond_dir) / 2 + 180)),
        ('H', step(outer, CH, bond_dir + 60)),
        ('H', step(outer, CH, bond_dir - 60))]
atoms = half + [(name, -r) for name, r in half]   # inversion centre at origin


def run_cis(atom_list):
    mol = gto.M(atom=[(n, tuple(r)) for n, r in atom_list], basis='6-31+g',
                unit='Angstrom', verbose=0)
    eri = mol.intor('int2e', aosym='s8')          # all integrals stay in memory
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf._eri = eri
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    nvir = vir.shape[1]
    n = nocc * nvir
    gap = mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]
    ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    ovov = ovov.reshape(nocc, nvir, nocc, nvir)
    oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
    oovv = oovv.reshape(nocc, nocc, nvir, nvir)
    A = (2 * ovov - oovv.transpose(0, 2, 1, 3)).reshape(n, n) + np.diag(gap.ravel())
    B = (2 * ovov - ovov.transpose(0, 3, 2, 1)).reshape(n, n)
    # the same product A x from Coulomb and exchange potentials of a density
    x = np.random.default_rng(1).normal(size=(nocc, nvir))
    J, K = mf.get_jk(mol, occ @ x @ vir.T, hermi=0)
    direct = gap * x + occ.T @ (J + J.T - K) @ vir
    assert np.allclose(A @ x.ravel(), direct.ravel(), atol=1e-7)
    energy, vectors = np.linalg.eigh(A)
    ionization = -mf.mo_energy[nocc - 1]
    count = int(np.sum(energy < ionization))
    trans = [np.sqrt(2) * occ @ vectors[:, i].reshape(nocc, nvir) @ vir.T
             for i in range(count)]
    return mol, energy[:count], np.array(trans), ionization, A, B, occ, vir


def dipole_strength(mol, energy, trans):
    d = np.einsum('xij,sij->sx', mol.intor('int1e_r'), trans)
    return 2 / 3 * energy * np.sum(d ** 2, axis=1)


mol, energy, trans, ionization, A, B, occ, vir = run_cis(atoms)
f_zero = dipole_strength(mol, energy, trans)
second = np.einsum('xij,sij->sx', mol.intor('int1e_rr'), trans).reshape(-1, 3, 3)
a_coef = energy * (np.trace(second, axis1=1, axis2=2) ** 2
                   + 2 * np.sum(second ** 2, axis=(1, 2))) / 30
allowed, forbidden = int(np.argmax(f_zero)), int(np.argmax(a_coef))
assert f_zero[allowed] > 0.1 and f_zero[forbidden] < 1e-8
M = second[forbidden]
label = 'Ag' if np.sum(M[:2, :2] ** 2) + M[2, 2] ** 2 > 2 * np.sum(M[:2, 2] ** 2) else 'Bg'
w_a, w_f = energy[allowed], energy[forbidden]
f0 = f_zero[allowed]

# ---------- orientation-averaged GOS from transition densities on a grid ----
grid = dft.gen_grid.Grids(mol)
grid.level = 1
grid.build()
ao = dft.numint.eval_ao(mol, grid.coords)
density = np.stack([np.sum((ao @ trans[i]) * ao, axis=1) * grid.weights
                    for i in (allowed, forbidden)], axis=1)
Q_TOP = 7.0
t_nodes = np.linspace(0, 1, 41)
q_nodes = Q_TOP * t_nodes ** 2
mean_sq = np.zeros((40, 2))
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
for c, wt in zip(cos_nodes[6:], cos_weights[6:]):   # reflection and inversion
    for phi in (np.arange(10) + 0.5) * PI / 10:
        s = np.sqrt(1 - c * c)
        direction = np.array([s * np.cos(phi), s * np.sin(phi), c])
        phase = np.outer(q_nodes[1:], grid.coords @ direction / 2)
        sn, cs = np.sin(phase), np.cos(phase)
        odd = 2 * (sn * cs) @ density
        even = -2 * (sn * sn) @ density             # cos - 1: orthogonal states
        mean_sq += wt / 10 * (odd ** 2 + even ** 2)
gos = np.zeros((41, 2))
gos[0, 0] = f0
gos[1:] = 2 * np.array([w_a, w_f]) * mean_sq / q_nodes[1:, None] ** 2
q_small = q_nodes[2]
assert abs(gos[2, 0] / f0 - 1) < 0.02
assert abs(gos[2, 1] / (a_coef[forbidden] * q_small ** 2) - 1) < 0.02
assert np.all(gos[-1] < 1e-3 * gos.max(axis=0))     # negligible beyond Q_TOP
f_a = CubicSpline(t_nodes, gos[:, 0], bc_type='clamped')
f_f = CubicSpline(t_nodes, gos[:, 1], bc_type='clamped')
LX, LW = np.polynomial.legendre.leggauss(200)


def log_integral(f, q_low, q_high, weight=lambda q: 1.0):
    """Integral of f(q) weight(q) d ln q^2."""
    lo, hi = np.log(q_low), np.log(min(q_high, Q_TOP))
    q = np.exp(lo + 0.5 * (hi - lo) * (LX + 1))
    return (hi - lo) * np.sum(LW * f(np.sqrt(q / Q_TOP)) * weight(q))


def born(f, w, E, exchange=False):
    k, kf = np.sqrt(2 * E), np.sqrt(2 * (E - w))
    factor = (lambda q: (1 - q * q / (2 * k * k)) ** 2) if exchange else (lambda q: 1.0)
    return PI / (E * w) * log_integral(f, 2 * w / (k + kf), k + kf, factor)


q0 = 1e-4
lnQ2 = log_integral(f_a, q0, Q_TOP) / f0 + np.log(q0 ** 2)
const_f = log_integral(f_f, q0, Q_TOP)


def bethe_allowed(E):
    return PI * f0 / (E * w_a) * (np.log(2 * E / w_a ** 2) + lnQ2)


def bethe_forbidden(E):
    return PI * const_f / (E * w_f)


E1, E10 = 1000 / EV, 10000 / EV
for f, w, law in ((f_a, w_a, bethe_allowed), (f_f, w_f, bethe_forbidden)):
    assert abs(born(f, w, E1) / law(E1) - 1) < 0.05
    assert abs(born(f, w, E10) / law(E10) - 1) < 0.01
slope_a, slope_f = [(E10 * born(f, w, E10) - E1 * born(f, w, E1)) / np.log(10)
                    for f, w in ((f_a, w_a), (f_f, w_f))]
assert abs(slope_a / (PI * f0 / w_a) - 1) < 0.02
assert abs(slope_f) < 0.05 * E10 * born(f_f, w_f, E10)
# halving the number of GOS nodes must hardly matter (error falls as spacing^4)
for col, f, w in ((0, f_a, w_a), (1, f_f, w_f)):
    coarse = CubicSpline(t_nodes[::2], gos[::2, col], bc_type='clamped')
    assert abs(born(coarse, w, E1) / born(f, w, E1) - 1) < 0.03

# ---------- sizes of neglected effects --------------------------------------
# time-dependent Hartree-Fock strength of the strongest bound excitation
L = np.linalg.cholesky(A - B)
w2, Z = np.linalg.eigh(L.T @ (A + B) @ L)
d_ov = np.array([occ.T @ r @ vir for r in mol.intor('int1e_r')]).reshape(3, -1)
f_tdhf = 4 / 3 * np.sum((d_ov @ (L @ Z)) ** 2, axis=0)
f_tdhf = np.where(np.sqrt(w2) < ionization, f_tdhf, 0)
best = int(np.argmax(f_tdhf))
# odd distortion: both inner carbons shifted by the same vector
SHIFT = np.array([0.03, 0.03, 0.03])
bent = [(n, r + SHIFT if i in (0, 5) else r) for i, (n, r) in enumerate(atoms)]
mol_b, energy_b, trans_b = run_cis(bent)[:3]
S = mol.intor('int1e_ovlp')
overlap = abs(np.einsum('ij,sij->s', S @ trans[forbidden] @ S, trans_b)) / 2
match = int(np.argmax(overlap))
f_lent = dipole_strength(mol_b, energy_b, trans_b)[match]
lent_share = f_lent * (np.log(2 * E1 / w_f ** 2) + lnQ2) / const_f
mc2 = const.m_e * const.c ** 2 / const.e
gamma = 1 + 10000 / mc2
rel_change = 2 * (10000 / mc2) / (1 - gamma ** -2) - 1
TE = 3.0


def rate_part(f, w, low, high):
    e = low + 0.5 * (high - low) * (LX + 1)
    sig = np.array([born(f, w, x / EV) for x in e])
    return 0.5 * (high - low) * np.sum(LW * sig * e * np.exp(-e / TE))


shares = []
for f, w in ((f_a, w_a), (f_f, w_f)):
    tail = rate_part(f, w, 100, 200)
    shares.append(tail / (tail + rate_part(f, w, w * EV, 100)))

# ---------- output ----------------------------------------------------------
print('OSCILLATOR, frequency 1 hartree, E = %.0f hartree' % E_test)
print('allowed: Born %.6e, law %.6e bohr^2' % (osc1, law1))
print('forbidden: Born %.6e, law %.6e bohr^2' % (osc2, law2))
print('slope of E*sigma in ln E: %.4f, %.5f (pi = %.4f)' % (*osc_slope, PI))
print('exchange alone: power of E = %.4f' % exchange_power)
print('Coulomb integral / (4 pi/k^2) at k=10: %.5f' % kernel_ratio)
print('BUTADIENE, RHF/CIS, 6-31+G')
print('C-C %.2f, C=C %.2f, C-H %.2f angstrom' % (CC_SINGLE, CC_DOUBLE, CH))
print('C=C-C angle %.0f deg, other angles at outer C 120 deg' % CCC_ANGLE)
print('Koopmans ionization energy %.3f eV' % (ionization * EV))
print('allowed state: number %d, w = %.3f eV' % (allowed + 1, w_a * EV))
print('  f0 = %.4f, ln Q^2 = %.4f (Q in 1/bohr)' % (f0, lnQ2))
print('forbidden state: number %d, %s, w = %.3f eV' % (forbidden + 1, label, w_f * EV))
print('  f0 = %.1e, a = %.4f bohr^2' % (f_zero[forbidden], a_coef[forbidden]))
print('  integral of f d ln q^2 = %.5f' % const_f)
print('GOS: q (1/bohr), allowed, forbidden')
for q in (0.05, 0.1, 0.3, 0.6, 1.0, 2.0):
    t = np.sqrt(q / Q_TOP)
    print('  %.2f  %.5f  %.5f' % (q, f_a(t), f_f(t)))
print('q_min at 1 keV: allowed %.5f, forbidden %.5f 1/bohr' % tuple(
    2 * w / (np.sqrt(2 * E1) + np.sqrt(2 * (E1 - w))) for w in (w_a, w_f)))
print('sigma in 1e-16 cm2: E(eV), allowed Born, Bethe; forbidden Born, Bethe')
for e in (100, 300, 1000, 3000, 10000):
    x = e / EV
    print('  %5d  %.5f  %.5f  %.6f  %.6f' % (
        e, born(f_a, w_a, x) * AREA, bethe_allowed(x) * AREA,
        born(f_f, w_f, x) * AREA, bethe_forbidden(x) * AREA))
print('ratio allowed/forbidden: 100 eV %.2f, 1 keV %.2f, 10 keV %.2f' % tuple(
    born(f_a, w_a, e / EV) / born(f_f, w_f, e / EV) for e in (100, 1000, 10000)))
print('E*sigma slope, 1-10 keV: allowed %.4f, forbidden %.5f a.u.' % (slope_a, slope_f))
print('pi f0/w for allowed state: %.4f a.u.' % (PI * f0 / w_a))
power = [np.log(born(f, w, E1 * 1.01) / born(f, w, E1 / 1.01)) / (2 * np.log(1.01))
         for f, w in ((f_a, w_a), (f_f, w_f))]
print('local power of E at 1 keV: allowed %.4f, forbidden %.4f' % tuple(power))
print('NEGLECTED EFFECTS')
for e in (100, 1000):
    ch = [100 * (born(f, w, e / EV, True) / born(f, w, e / EV) - 1)
          for f, w in ((f_a, w_a), (f_f, w_f))]
    print('exchange at %d eV: allowed %.3f %%, forbidden %.3f %%' % (e, *ch))
print('1/v (a.u.): 100 eV %.3f, 1 keV %.3f' % (
    1 / np.sqrt(200 / EV), 1 / np.sqrt(2000 / EV)))
print('relativistic change of 1/v^2 at 10 keV: %.2f %%' % (100 * rel_change))
print('TDHF strongest state: w = %.3f eV, f0 = %.4f' % (np.sqrt(w2[best]) * EV, f_tdhf[best]))
print('odd shift of inner carbons: %.3f angstrom' % np.linalg.norm(SHIFT))
print('  overlap with forbidden state %.3f' % overlap[match])
print('  lent f0 = %.5f' % f_lent)
print('  lent log term / forbidden constant, 1 keV: %.3f' % lent_share)
print('bulk electron temperature %.1f eV' % TE)
print('rate share above 100 eV: allowed %.1e, forbidden %.1e' % tuple(shares))
print('all good')
```

Output:

```
OSCILLATOR, frequency 1 hartree, E = 1000 hartree
allowed: Born 2.424236e-02, law 2.424315e-02 bohr^2
forbidden: Born 1.569225e-03, law 1.570796e-03 bohr^2
slope of E*sigma in ln E: 3.1424, 0.00170 (pi = 3.1416)
exchange alone: power of E = -3.0000
Coulomb integral / (4 pi/k^2) at k=10: 1.01032
BUTADIENE, RHF/CIS, 6-31+G
C-C 1.46, C=C 1.34, C-H 1.09 angstrom
C=C-C angle 124 deg, other angles at outer C 120 deg
Koopmans ionization energy 8.786 eV
allowed state: number 1, w = 6.382 eV
  f0 = 1.1035, ln Q^2 = -2.4108 (Q in 1/bohr)
forbidden state: number 5, Ag, w = 7.622 eV
  f0 = 6.7e-27, a = 1.1587 bohr^2
  integral of f d ln q^2 = 0.23927
GOS: q (1/bohr), allowed, forbidden
  0.05  1.08634  0.00286
  0.10  1.03585  0.01100
  0.30  0.62129  0.06545
  0.60  0.10695  0.07103
  1.00  0.02021  0.01367
  2.00  0.00139  0.00068
q_min at 1 keV: allowed 0.02740, forbidden 0.03273 1/bohr
sigma in 1e-16 cm2: E(eV), allowed Born, Bethe; forbidden Born, Bethe
    100  2.81482  2.79857  0.193824  0.204498
    300  1.34689  1.34537  0.066990  0.068166
   1000  0.53930  0.53924  0.020345  0.020450
   3000  0.22099  0.22100  0.006805  0.006817
  10000  0.07986  0.07986  0.002044  0.002045
ratio allowed/forbidden: 100 eV 14.52, 1 keV 26.51, 10 keV 39.07
E*sigma slope, 1-10 keV: allowed 14.7764, forbidden 0.00542 a.u.
pi f0/w for allowed state: 14.7831 a.u.
local power of E at 1 keV: allowed -0.7914, forbidden -0.9948
NEGLECTED EFFECTS
exchange at 100 eV: allowed -0.965 %, forbidden -3.339 %
exchange at 1000 eV: allowed -0.053 %, forbidden -0.326 %
1/v (a.u.): 100 eV 0.369, 1 keV 0.117
relativistic change of 1/v^2 at 10 keV: 2.94 %
TDHF strongest state: w = 6.078 eV, f0 = 0.8938
odd shift of inner carbons: 0.052 angstrom
  overlap with forbidden state 0.980
  lent f0 = 0.00481
  lent log term / forbidden constant, 1 keV: 0.089
bulk electron temperature 3.0 eV
rate share above 100 eV: allowed 2.5e-13, forbidden 1.1e-13
all good
```
